# Pairing by polar fluctuations through a spin-orbit vertex: s-wave and odd-parity couplings: a numerical check

```python
"""Pairing by a polar mode P coupled to electrons as P.(k x sigma).

Result under test (spherical Fermi surface, momenta in units of kF):
  s-wave coupling        lam_s = < (VT+VL) (1+c)/2 >
  odd-parity d = n x k   lam_1 = < VT (1-c^2)/4 >
  odd-parity d = k       lam_0 = -< VT (1+c)/2 + VL c(1+c)/2 >
c is the cosine between k and k'; VT, VL are the transverse and longitudinal
fluctuation strengths times the density of states per spin; <> is the mean
over the sphere. Contact fluctuations give lam_1/lam_s = 1/6 for VT = VL
and 1/3 for VL = 0. Positive couplings are attractive.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

rng = np.random.default_rng(4)
s4 = np.array([[[1, 0], [0, 1]], [[0, 1], [1, 0]],
               [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], complex)
isy = 1j * s4[2]
eps = np.zeros((3, 3, 3))
for i, j, l in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, l], eps[i, l, j] = 1, -1
cross_sigma = np.einsum('iab,bxy->iaxy', eps, s4[1:])


def vertex(kp, k):
    """Components of g x sigma, with g the mean of both momenta."""
    return np.einsum('iaxy,na->nixy', cross_sigma, (kp + k) / 2)


def strength(q, vt, vl):
    """Fluctuation tensor for momentum transfer q."""
    q2 = np.sum(q * q, axis=-1)
    qq = q[:, :, None] * q[:, None, :] / q2[:, None, None]
    return (vt(q2)[:, None, None] * (np.eye(3) - qq)
            + vl(q2)[:, None, None] * qq)


def kernel(kp, k, v):
    """Gap kernel in the basis (singlet, dx, dy, dz), from the vertices."""
    g = vertex(kp, k)
    back = isy @ vertex(-kp, -k).swapaxes(-1, -2) @ (-isy)
    back = np.einsum('nij,njxy->nixy', v, back)
    out = np.zeros((len(k), 4, 4), complex)
    for b in range(4):
        x = (g @ s4[b] @ back).sum(axis=1)
        out[:, :, b] = np.einsum('axy,nyx->na', s4, x) / 2
    assert np.max(abs(out.imag)) < 1e-11
    return out.real


def contact(q2):
    return np.ones_like(q2)


def absent(q2):
    return np.zeros_like(q2)


def ranged(x):
    """Fluctuations with correlation length x/kF."""
    return lambda q2: 1 / (1 + x * x * q2)


# Fock-space test of the sign, the prefactor and the exchange term.
def unit(v):
    return v / np.linalg.norm(v)


ka, kb = unit(rng.normal(size=3)), unit(rng.normal(size=3))
momenta = np.array([ka, -ka, kb, -kb])
lower = np.array([[0, 1], [0, 0]])
ann = []
for m in range(8):
    op = np.eye(1)
    for n in range(8):
        piece = np.diag([1, -1]) if n < m else lower if n == m else np.eye(2)
        op = np.kron(op, piece)
    ann.append(op)
vacuum = np.zeros(256)
vacuum[0] = 1


def pair_state(delta, p):
    state = np.zeros(256, complex)
    for a in range(2):
        for b in range(2):
            state += delta[a, b] * (ann[2*p+a].T @ (ann[2*p+2+b].T @ vacuum))
    return state


def transition(p1, p0, state):
    g = vertex(momenta[p1][None], momenta[p0][None])[0]
    res = np.zeros((3, 256), complex)
    for a in range(2):
        for b in range(2):
            moved = ann[2*p1+a].T @ (ann[2*p0+b] @ state)
            res += g[:, a, b][:, None] * moved
    return res


coef_in, coef_out = rng.normal(size=4), rng.normal(size=4)
ket = pair_state(np.einsum('a,axy->xy', coef_in, s4) @ isy, 0)
bra = pair_state(np.einsum('a,axy->xy', coef_out, s4) @ isy, 2)
vt_test, vl_test = ranged(0.8), ranged(1.7)
amplitude = 0
for p1 in range(4):
    for p0 in range(4):
        if p1 == p0:
            continue
        q = momenta[p1] - momenta[p0]
        v = strength(q[None], vt_test, vl_test)[0]
        for r1 in range(4):
            for r0 in range(4):
                if np.linalg.norm(q + momenta[r1] - momenta[r0]) > 1e-10:
                    continue
                second = transition(r1, r0, ket)
                for j in range(3):
                    first = transition(p1, p0, second[j])
                    amplitude -= 0.5 * (v[:, j] @ (first @ bra.conj()))
predicted = 0
for sign in (1, -1):
    kin = sign * ka[None]
    coef = coef_in * np.array([1, sign, sign, sign])
    kern = kernel(kb[None], kin, strength(kb[None] - kin, vt_test, vl_test))[0]
    predicted -= 2 * coef_out @ kern @ coef
assert abs(predicted) > 1e-3
assert abs(amplitude - predicted) < 1e-10

# Outer grid for k' and, for every k', an inner grid for k about that axis.
def sphere(nc, nphi):
    c, w = np.polynomial.legendre.leggauss(nc)
    phi = 2 * np.pi * (np.arange(nphi) + 0.3) / nphi
    s = np.sqrt(1 - c * c)
    pts = np.stack([np.outer(s, np.cos(phi)), np.outer(s, np.sin(phi)),
                    np.outer(c, np.ones(nphi))], axis=-1).reshape(-1, 3)
    return pts, np.repeat(w / (2 * nphi), nphi)


outer, w_out = sphere(7, 14)
local, w_in = sphere(24, 14)
e1 = np.cross(outer, unit(np.array([0.31, 0.52, 0.79])))
e1 /= np.linalg.norm(e1, axis=1)[:, None]
e2 = np.cross(outer, e1)
frames = np.stack([e1, e2, outer], axis=1)
inner = np.einsum('qi,pix->pqx', local, frames)
n_out, n_in = len(outer), len(local)
flat_out = np.repeat(outer, n_in, axis=0)
flat_in = inner.reshape(-1, 3)


def sphere_kernel(vt, vl):
    v = strength(flat_out - flat_in, vt, vl)
    k4 = kernel(flat_out, flat_in, v).reshape(n_out, n_in, 4, 4)
    assert np.max(abs(k4[:, :, 0, 1:])) < 1e-11
    assert np.max(abs(k4[:, :, 1:, 0])) < 1e-11
    return k4


def monomials(k, degree):
    return np.stack([k[..., 0]**a * k[..., 1]**b * k[..., 2]**(degree-a-b)
                     for a in range(degree+1)
                     for b in range(degree+1-a)], axis=-1)


def spectra(k4):
    """Even singlet (l<=4) and odd triplet (l<=5) eigenvalues."""
    result = []
    for degree, part in ((4, slice(0, 1)), (5, slice(1, 4))):
        f = monomials(outer, degree)
        chol = np.linalg.cholesky(f.T @ (w_out[:, None] * f))
        ortho = np.linalg.inv(chol).T
        f_out = f @ ortho
        f_in = monomials(inner, degree) @ ortho
        kk = k4[:, :, part, part] * w_in[None, :, None, None]
        image = np.einsum('pqab,pqn->panb', kk, f_in, optimize=True)
        mat = np.einsum('pm,panb->manb', f_out * w_out[:, None], image)
        size = mat.shape[0] * mat.shape[1]
        mat = mat.reshape(size, size)
        assert np.max(abs(mat - mat.T)) < 1e-8
        result.append(np.linalg.eigvalsh((mat + mat.T) / 2))
    return result


def mean(f):
    return quad(f, -1, 1, epsabs=1e-12, epsrel=1e-12)[0] / 2


def formulas(vt, vl):
    def t(c):
        return vt(np.asarray(2 * (1 - c)))

    def lo(c):
        return vl(np.asarray(2 * (1 - c)))
    ls = mean(lambda c: (t(c) + lo(c)) * (1 + c) / 2)
    l1 = mean(lambda c: t(c) * (1 - c * c) / 4)
    l0 = -mean(lambda c: (t(c) + c * lo(c)) * (1 + c) / 2)
    return ls, l1, l0


def check_action(k4, lams):
    """Check that trial gaps are eigenfunctions at every outer point."""
    n = rng.normal(size=3)
    trials = [(np.cross(n, inner), np.cross(n, outer), lams[1]),
              (inner, outer, lams[2])]
    single = np.einsum('q,pq->p', w_in, k4[:, :, 0, 0])
    assert np.max(abs(single - lams[0])) < 1e-8
    for d_in, d_out, lam in trials:
        image = np.einsum('q,pqab,pqb->pa', w_in, k4[:, :, 1:, 1:], d_in)
        assert np.max(abs(image - lam * d_out)) < 1e-8
    # A contact density repulsion sees only the Fermi-surface mean of the gap.
    assert np.max(abs(np.einsum('q,pqa->pa', w_in, trials[0][0]))) < 1e-12


cases = [("contact, three polarisations", contact, contact),
         ("contact, transverse only", contact, absent),
         ("kF*xi=1, three polarisations", ranged(1), ranged(1)),
         ("kF*xi=1, transverse only", ranged(1), absent),
         ("kF*xi=2, transverse only", ranged(2), absent)]
print("Couplings are dimensionless, in units of N0*V0")
table = []
for name, vt, vl in cases:
    k4 = sphere_kernel(vt, vl)
    lams = formulas(vt, vl)
    check_action(k4, lams)
    even, odd = spectra(k4)
    assert abs(even[-1] - lams[0]) < 1e-7
    assert np.sum(abs(odd - lams[1]) < 1e-7) >= 3
    assert lams[0] > lams[1] > 0
    top_count = int(np.sum(abs(odd - odd[-1]) < 1e-7))
    table.append((lams, odd))
    print(name)
    print(f"  lam_s={lams[0]:.6f} lam_1={lams[1]:.6f} lam_0={lams[2]:.6f}")
    print(f"  ratio lam_1/lam_s = {lams[1]/lams[0]:.6f}")
    print(f"  largest odd eigenvalue, l<=5: {odd[-1]:.6f}, "
          f"degeneracy {top_count}")

# Complete odd-parity spectrum of the contact interaction.
expected = np.sort([-2/3] + [-1/6]*5 + [0]*54 + [1/6]*3)
assert np.allclose(table[0][1], expected, atol=1e-8)
assert abs(table[0][0][1] / table[0][0][0] - 1/6) < 1e-10
assert abs(table[1][0][1] / table[1][0][0] - 1/3) < 1e-10

# Unequal transverse and longitudinal ranges, and the closed finite-range form.
check_action(sphere_kernel(vt_test, vl_test), formulas(vt_test, vl_test))
for x in (0.5, 1, 2, 10):
    a = 2 * x * x
    closed_s = ((2 + 1/a) * np.log(1 + 2*a) / a - 2/a) / 4
    closed_1 = (1 - 2 * closed_s) / (4 * a)
    ref = formulas(ranged(x), absent)
    assert np.allclose([closed_s, closed_1], ref[:2], atol=1e-9)
print(f"kF*xi=10, transverse only: ratio = {closed_1/closed_s:.6f}")

# One polarisation normal to a circular Fermi line: degenerate channels.
phi = 2 * np.pi * np.arange(80) / 80
circle = np.stack([np.cos(phi), np.sin(phi), 0*phi], axis=1)
target = np.array([np.cos(0.013), np.sin(0.013), 0])
targets = np.tile(target, (80, 1))
v_line = ranged(1)(np.sum((targets - circle)**2, axis=1))
normal = np.array([0, 0, 1.0])
k_line = kernel(targets, circle, v_line[:, None, None]
                * np.outer(normal, normal))
line_s = np.mean(k_line[:, 0, 0])
odd_image = np.einsum('nab,nb->a', k_line[:, 1:, 1:],
                      np.cross(normal, circle)) / 80
line_odd = odd_image @ np.cross(normal, target)
assert np.allclose(odd_image, line_s * np.cross(normal, target), atol=1e-10)
print(f"Planar single polarisation, kF*xi=1: lam_s={line_s:.6f}, "
      f"lam_odd={line_odd:.6f}")

# Worked example: solve the linear thermal gap equation.
n0v0, cutoff_mev, repulsion = 0.9, 10.0, 0.35
cutoff_k = cutoff_mev * 1e-3 * constants.e / constants.k


def critical_temperature(lam):
    def residual(log_y):
        tail = np.exp(-15)
        val = quad(lambda u: np.tanh(np.exp(u)), -15, log_y,
                   points=[-2, 0, 2] if log_y > 2 else None, limit=200)[0]
        return val + tail - 1 / lam
    log_y = brentq(residual, -2, 1 / lam + 3)
    temp = cutoff_k / (2 * np.exp(log_y))
    weak = 2 * np.exp(np.euler_gamma) / np.pi * cutoff_k * np.exp(-1 / lam)
    # The closed form omits a thermal tail that is small when T << cutoff.
    assert abs(temp / weak - 1) < 1e-3
    return temp


lam_s, lam_1 = n0v0 * table[1][0][0], n0v0 * table[1][0][1]
tc_s, tc_1 = critical_temperature(lam_s), critical_temperature(lam_1)
tc_rep = critical_temperature(lam_s - repulsion)
assert tc_s > tc_1 > tc_rep
print("Worked example: contact, transverse only")
print(f"N0*V0 = {n0v0:.2f} (dimensionless)")
print(f"cutoff = {cutoff_mev:.1f} meV = {cutoff_k:.3f} K")
print(f"lam_s = {lam_s:.4f}, lam_1 = {lam_1:.4f} (dimensionless)")
print(f"repulsion mu = {repulsion:.2f} (dimensionless)")
print(f"mu at which lam_s-mu = lam_1: {lam_s-lam_1:.4f} (dimensionless)")
print(f"lam_s-mu = {lam_s-repulsion:.4f} (dimensionless)")
print(f"Tc s-wave, no repulsion = {tc_s:.3f} K")
print(f"Tc odd parity J=1 = {tc_1:.4f} K")
print(f"Tc s-wave, with repulsion = {tc_rep:.5f} K")
print("OK")
```

Output:

```
Couplings are dimensionless, in units of N0*V0
contact, three polarisations
  lam_s=1.000000 lam_1=0.166667 lam_0=-0.666667
  ratio lam_1/lam_s = 0.166667
  largest odd eigenvalue, l<=5: 0.166667, degeneracy 3
contact, transverse only
  lam_s=0.500000 lam_1=0.166667 lam_0=-0.500000
  ratio lam_1/lam_s = 0.333333
  largest odd eigenvalue, l<=5: 0.166667, degeneracy 3
kF*xi=1, three polarisations
  lam_s=0.505899 lam_1=0.061763 lam_0=-0.382373
  ratio lam_1/lam_s = 0.122085
  largest odd eigenvalue, l<=5: 0.061763, degeneracy 3
kF*xi=1, transverse only
  lam_s=0.252949 lam_1=0.061763 lam_0=-0.252949
  ratio lam_1/lam_s = 0.244170
  largest odd eigenvalue, l<=5: 0.061763, degeneracy 3
kF*xi=2, transverse only
  lam_s=0.125643 lam_1=0.023397 lam_0=-0.125643
  ratio lam_1/lam_s = 0.186220
  largest odd eigenvalue, l<=5: 0.031027, degeneracy 7
kF*xi=10, transverse only: ratio = 0.097321
Planar single polarisation, kF*xi=1: lam_s=0.309017, lam_odd=0.309017
Worked example: contact, transverse only
N0*V0 = 0.90 (dimensionless)
cutoff = 10.0 meV = 116.045 K
lam_s = 0.4500, lam_1 = 0.1500 (dimensionless)
repulsion mu = 0.35 (dimensionless)
mu at which lam_s-mu = lam_1: 0.3000 (dimensionless)
lam_s-mu = 0.1000 (dimensionless)
Tc s-wave, no repulsion = 14.260 K
Tc odd parity J=1 = 0.1675 K
Tc s-wave, with repulsion = 0.00597 K
OK
```
